# Heavy holes with light in-plane mass in (001) quantum wells: verification in Python

```python
# Result under test: in a (001) zinc-blende well the diagonal Luttinger
# Hamiltonian gives the z-heavy hole the inverse in-plane mass g1+g2 and the
# z-light hole g1-g2 (units 1/m0); heavy-light mixing changes both at order k^2:
#   HH1: g1+g2 - 3 g3^2/g2 + 3 g3^2 sqrt(ab) cot(pi/2 sqrt(a/b)) / (pi g2^2)
#   LH1: g1-g2 + 3 g3^2/g2 + 3 g3^2 sqrt(ab) cot(pi/2 sqrt(b/a)) / (pi g2^2)
# with a = g1-2 g2, b = g1+2 g2, for hard walls. g1, g2, g3: Luttinger
# parameters. Hole energy is counted upward. Energies in meV, lengths in nm.
# The numerical side starts from p orbitals with spin, not from these formulas.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

C0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e3 * 1e18   # hbar^2/2m0, meV nm^2
GAMMAS = (7.0, 2.0, 3.0)
WIDTH = 10.0
SPLIT_OFF = 340.0
DENSITY_CM2 = 5e11
TEMPERATURE = 300.0
BARRIER = 150.0
PERMITTIVITY = 13.0
LIGHT_SHIFT = 50.0
WIDE_GAMMAS = (2.7, 0.8, 1.1)
WIDE_SPLIT_OFF = 20.0
K_SMALL = 1e-3 * np.pi / WIDTH

# Angular momentum of p orbitals (X, Y, Z) and spin one half
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[j, i, k] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
orb_L = [np.kron(-1j * levi[i], np.eye(2)) for i in range(3)]
spin_S = [np.kron(np.eye(3), pauli[i] / 2) for i in range(3)]
total_J = [orb_L[i] + spin_S[i] for i in range(3)]
L_dot_S = sum(orb_L[i] @ spin_S[i] for i in range(3))
# Columns: j=1/2 (two states), then j=3/2 with mj = -3/2, -1/2, 1/2, 3/2
STATES = np.linalg.eigh(10 * L_dot_S + total_J[2])[1]


def orbital_form(kvec, gammas):
    """Kinetic matrix of the three p orbitals, in units of hbar^2/2m0."""
    g1, g2, g3 = gammas
    kvec = np.asarray(kvec, float)
    outer = np.outer(kvec, kvec)
    diagonal = np.diag(np.diag(outer))
    return ((g1 - 2*g2) * (kvec @ kvec) * np.eye(3) + 6*g2*diagonal
            + 6*g3*(outer - diagonal))


def project(kvec, gammas, basis):
    return basis.conj().T @ np.kron(orbital_form(kvec, gammas), np.eye(2)) @ basis


def well_matrix(kx, ky, gammas=GAMMAS, box=WIDTH, n_sub=30,
                split_off=None, potential=None, light_shift=0.0):
    """Well Hamiltonian in sine functions times band states."""
    basis = STATES[:, 2:] if split_off is None else STATES
    plane = project((kx, ky, 0), gammas, basis)
    along = project((0, 0, 1), gammas, basis)
    cross = project((kx, ky, 1), gammas, basis) - plane - along
    n = np.arange(1, n_sub + 1)
    row, col = np.meshgrid(n, n, indexing="ij")
    odd = (row + col) % 2 == 1
    denominator = np.where(odd, row**2 - col**2, 1)
    kz = -1j * np.where(odd, 4 * row * col / (box * denominator), 0)
    one = np.eye(n_sub)
    H = C0 * (np.kron(one, plane) + np.kron(np.diag((n*np.pi/box)**2), along)
              + np.kron(kz, cross))
    if split_off is not None:
        H = H + np.kron(one, np.diag([split_off, split_off, 0, 0, 0, 0]))
    elif light_shift:
        H = H + np.kron(one, np.diag([0, light_shift, light_shift, 0]))
    if potential is not None:
        points = 3000
        z = (np.arange(points) + 0.5) * box / points
        waves = np.sin(np.outer(n, z) * np.pi / box)
        V = 2 / points * (waves * potential(z)) @ waves.T
        H = H + np.kron(V, np.eye(basis.shape[1]))
    return H


def pair_energies(H):
    return np.linalg.eigvalsh(H).reshape(-1, 2).mean(axis=1)


def heavy_weight(vectors, n_bands):
    parts = np.abs(vectors.reshape(-1, n_bands, vectors.shape[1]))**2
    return parts[:, [n_bands - 4, n_bands - 1], :].sum(axis=(0, 1))


def zone_centre(angle=0.0, **options):
    """HH1 and LH1 energies at k=0 and their inverse in-plane masses."""
    values, vectors = np.linalg.eigh(well_matrix(0, 0, **options))
    n_bands = 4 if options.get("split_off") is None else 6
    heavy = heavy_weight(vectors, n_bands)[::2] > 0.5
    hh, lh = np.argmax(heavy), np.argmax(~heavy)
    start = values.reshape(-1, 2).mean(axis=1)
    moved = pair_energies(well_matrix(K_SMALL*np.cos(angle),
                                      K_SMALL*np.sin(angle), **options))
    inverse = (moved - start) / (C0 * K_SMALL**2)
    return start[hh], start[lh], inverse[hh], inverse[lh]


def mixed_formula(gammas):
    g1, g2, g3 = gammas
    a, b = g1 - 2*g2, g1 + 2*g2
    factor = 3 * g3**2 * np.sqrt(a*b) / (np.pi * g2**2)
    hh = g1 + g2 - 3*g3**2/g2 + factor / np.tan(np.pi/2*np.sqrt(a/b))
    lh = g1 - g2 + 3*g3**2/g2 + factor / np.tan(np.pi/2*np.sqrt(b/a))
    return hh, lh


g1, g2, g3 = GAMMAS
E0 = C0 * (np.pi / WIDTH)**2

# Test: projected p-orbital matrix equals the Luttinger form in J
four = STATES[:, 2:]
J = [four.conj().T @ total_J[i] @ four for i in range(3)]
kv = np.array([0.3, -0.7, 0.5])
luttinger = (g1 + 2.5*g2) * (kv @ kv) * np.eye(4, dtype=complex)
for i in range(3):
    luttinger -= 2*g2*kv[i]**2 * J[i] @ J[i]
    for j in range(i):
        luttinger -= 2*g3*kv[i]*kv[j] * (J[i] @ J[j] + J[j] @ J[i])
assert np.allclose(luttinger, project(kv, GAMMAS, four), atol=1e-10)

# Test: diagonal masses, orbital content and the sum over three axes
axes = [np.real(np.diag(project(np.eye(3)[i], GAMMAS, four))) for i in range(3)]
hh_x, hh_z, lh_x, lh_z = axes[0][3], axes[2][3], axes[0][2], axes[2][2]
assert np.allclose([hh_x, hh_z, lh_x, lh_z], [g1+g2, g1-2*g2, g1-g2, g1+2*g2])
assert np.allclose(sum(axes), 3*g1)
z_content = (np.abs(four[4:6])**2).sum(axis=0)
assert np.allclose(z_content, [0, 2/3, 2/3, 0], atol=1e-10)

# Test: derivative matrix element by quadrature
for n, m in ((1, 2), (2, 3), (1, 4), (1, 3)):
    number = quad(lambda z: 2/WIDTH*np.sin(n*np.pi*z/WIDTH)*m*np.pi/WIDTH
                  * np.cos(m*np.pi*z/WIDTH), 0, WIDTH)[0]
    formula = 4*n*m/(WIDTH*(n*n-m*m)) if (n+m) % 2 else 0.0
    assert abs(number - formula) < 1e-9

# Test: mixed masses by diagonalization, two directions and two widths
hh1, lh1, inv_hh, inv_lh = zone_centre()
formula_hh, formula_lh = mixed_formula(GAMMAS)
assert abs(hh1 - (g1-2*g2)*E0) < 1e-6 and abs(lh1 - (g1+2*g2)*E0) < 1e-6
assert abs(inv_hh - formula_hh) < 3e-3 and abs(inv_lh - formula_lh) < 0.03
diag_direction = zone_centre(angle=np.pi/4)
assert abs(diag_direction[2] - inv_hh) < 3e-3
assert abs(diag_direction[3] - inv_lh) < 0.03
assert abs(zone_centre(box=7.0)[2] - formula_hh) < 3e-3

# Test of cause: no g3 coupling, or a remote light band, restores diagonal mass
no_cross = zone_centre(gammas=(g1, g2, 0.0))
assert abs(no_cross[2] - (g1+g2)) < 1e-3 and abs(no_cross[3] - (g1-g2)) < 1e-3
assert abs(zone_centre(light_shift=1e5)[2] - (g1+g2)) < 0.02

# Test of cause: LH1 inversion comes from HH2 (remove HH2 from the basis)
hh2_rows = [4, 7]
trimmed = [pair_energies(np.delete(np.delete(well_matrix(k, 0), hh2_rows, 0),
                                   hh2_rows, 1))[1] for k in (0, K_SMALL)]
inv_lh_without = (trimmed[1] - trimmed[0]) / (C0*K_SMALL**2)
hh2_term = 192*g3**2/np.pi**2 * (4/9) / ((g1+2*g2) - 4*(g1-2*g2))
assert abs(inv_lh_without - (formula_lh - hh2_term)) < 0.01

# Test: HH1-LH1 pair alone, crossing replaced by a wide separation
def pair_gap(k):
    low, high = pair_energies(well_matrix(k, 0, n_sub=1))
    return high - low
k_cross = np.sqrt(2)*np.pi/WIDTH
entries = np.real(np.diag(well_matrix(k_cross, 0, n_sub=1)))
assert abs(entries[0] - entries[1]) < 1e-8
closest = minimize_scalar(pair_gap, bounds=(0, 2*k_cross), method="bounded",
                          options={"xatol": 1e-7})
assert abs(closest.fun - 2*np.sqrt(3)*g2*E0) < 1e-6
assert abs(closest.x - np.pi/(WIDTH*np.sqrt(2))) < 1e-4

# Test: at large k HH1 approaches the lowest bulk heavy-hole energy
floor = min(np.linalg.eigvalsh(project((1, 0, q), GAMMAS, four))[0]
            for q in np.linspace(0, 2, 2001))
k_large = 15*np.pi/WIDTH
large_ratio = pair_energies(well_matrix(k_large, 0, n_sub=40))[0]/(C0*k_large**2)
assert floor < large_ratio < 1.05*floor

# LH1 energy minimum away from k=0
k_scan = np.linspace(0, 0.5, 101)
lh_curve = np.array([pair_energies(well_matrix(k, 0, n_sub=20))[1] for k in k_scan])
lowest = np.argmin(lh_curve)
assert inv_lh < 0 and 0 < lowest < len(k_scan)-1

def hh_energy(k, angle=0.0):
    return pair_energies(well_matrix(k*np.cos(angle), k*np.sin(angle)))[0]

def hh_mass(k, angle=0.0):
    step = 1e-4
    slope = (hh_energy(k+step, angle) - hh_energy(k-step, angle))/(2*step)
    return 2*C0*k/slope

density = DENSITY_CM2*1e-14
k_fermi = np.sqrt(2*np.pi*density)
vectors = np.linalg.eigh(well_matrix(k_fermi, 0))[1]
light_fraction = 1 - heavy_weight(vectors, 4)[0]
thermal = sc.k*TEMPERATURE/sc.e*1e3
k_thermal = brentq(lambda k: hh_energy(k) - hh1 - thermal, 0.01, 1.5)

# Neglected effects
six = zone_centre(split_off=SPLIT_OFF)
box = 3*WIDTH
finite = zone_centre(box=box, n_sub=60, potential=lambda z:
                     np.where(np.abs(z-box/2) < WIDTH/2, 0.0, BARRIER))
field = sc.e/sc.epsilon_0*1e9*1e3*density/PERMITTIVITY   # meV/nm
def bowing(z):
    u = z - WIDTH/2
    return -field/WIDTH*(u**2/2 - (WIDTH/(2*np.pi))**2*np.cos(2*np.pi*u/WIDTH))
bow_height = bowing(WIDTH/2) - bowing(0.0)
bowed = zone_centre(potential=bowing)
tilted = zone_centre(potential=lambda z: field/2*(z-WIDTH/2))
shifted = zone_centre(light_shift=LIGHT_SHIFT)

# Wide-gap set, four and six bands; test of the k=0 split-off formula
wide4 = zone_centre(gammas=WIDE_GAMMAS)
wide6 = zone_centre(gammas=WIDE_GAMMAS, split_off=WIDE_SPLIT_OFF)
for gam, delta, found in ((GAMMAS, SPLIT_OFF, six), (WIDE_GAMMAS, WIDE_SPLIT_OFF, wide6)):
    expected = ((gam[0]+gam[1])*E0 + delta/2
                - np.sqrt((gam[1]*E0-delta/2)**2 + 8*(gam[1]*E0)**2))
    assert abs(found[1] - expected) < 1e-6

print(f"Inputs: gammas {GAMMAS}, width {WIDTH:.1f} nm, split-off {SPLIT_OFF:.0f} meV")
print(f"hbar^2/2m0 = {C0:.3f} meV nm^2; E0 = {E0:.3f} meV")
print(f"Z-orbital content: heavy {z_content[3]:.3f}, light {z_content[2]:.3f}")
print(f"Diagonal m0/m along z: heavy {hh_z:.2f}, light {lh_z:.2f}")
print(f"Diagonal m0/m in plane: heavy {hh_x:.2f}, light {lh_x:.2f}")
print(f"Diagonal mass along z: heavy {1/hh_z:.4f}, light {1/lh_z:.4f} m0")
print(f"Diagonal mass in plane: heavy {1/hh_x:.4f}, light {1/lh_x:.4f} m0")
print(f"Levels: HH1 {hh1:.2f}, LH1 {lh1:.2f}, HH2 {4*hh1:.2f} meV")
print(f"Mixed m0/m, formula: HH1 {formula_hh:.3f}, LH1 {formula_lh:.2f}")
print(f"Mixed m0/m, diagonalization: HH1 {inv_hh:.3f}, LH1 {inv_lh:.2f}")
print(f"Mixed mass: HH1 {1/inv_hh:.4f}, LH1 {1/inv_lh:.4f} m0")
print(f"HH2 term in LH1 m0/m: {hh2_term:.2f}; LH1 m0/m without HH2: {inv_lh_without:.2f}")
print(f"LH1 minimum: k = {k_scan[lowest]:.3f} 1/nm, {lh_curve[0]-lh_curve[lowest]:.2f} meV below k=0")
print(f"Diagonal HH1-LH1 crossing at k = {k_cross:.3f} 1/nm")
print(f"Pair-only separation: k=0 {pair_gap(0):.2f} meV, minimum {closest.fun:.2f} meV at k = {closest.x:.3f} 1/nm")
print(f"Large k = {k_large:.2f} 1/nm: HH1 E/(hbar^2 k^2/2m0) = {large_ratio:.3f}, bulk floor {floor:.3f}")
for k in (0.05, 0.10, 0.20, 0.30):
    print(f"HH1 mass hbar^2 k/(dE/dk) at k = {k:.2f} 1/nm [100]: {hh_mass(k):.3f} m0")
print(f"Sheet density {DENSITY_CM2:.1e} cm^-2: circular k_F = {k_fermi:.3f} 1/nm")
print(f"HH1 mass at k_F: [100] {hh_mass(k_fermi):.3f}, [110] {hh_mass(k_fermi, np.pi/4):.3f} m0")
print(f"HH1 light-hole content at k_F [100]: {100*light_fraction:.1f} %")
print(f"HH1 energy at k_F above k=0 [100]: {hh_energy(k_fermi)-hh1:.2f} meV")
print(f"kT at {TEMPERATURE:.0f} K = {thermal:.2f} meV; exp(-(LH1-HH1)/kT) = {np.exp(-(lh1-hh1)/thermal):.3f}")
print(f"HH1 reaches kT at k = {k_thermal:.3f} 1/nm [100], mass there {hh_mass(k_thermal):.3f} m0")
print("Neglected effects: HH1 meV, LH1 meV, HH1 m0/m, LH1 m0/m")
for label, row in (("four bands, hard walls", (hh1, lh1, inv_hh, inv_lh)),
                   ("with split-off band", six),
                   (f"barrier {BARRIER:.0f} meV", finite),
                   ("symmetric doping", bowed), ("one-sided doping", tilted),
                   (f"light band raised {LIGHT_SHIFT:.0f} meV", shifted)):
    print(f"  {label}: {row[0]:.2f}, {row[1]:.2f}, {row[2]:.2f}, {row[3]:.2f}")
print(f"Relative permittivity {PERMITTIVITY:.0f}; full sheet field {field/100:.4f} MV/cm")
print(f"Symmetric bending height {bow_height:.2f} meV; one-sided mean tilt {field/2*WIDTH:.2f} meV")
print(f"Wide-gap set: gammas {WIDE_GAMMAS}, split-off {WIDE_SPLIT_OFF:.0f} meV, width {WIDTH:.1f} nm")
for label, row in (("four bands", wide4), ("six bands", wide6)):
    print(f"  {label}: HH1 {row[0]:.2f}, LH1 {row[1]:.2f} meV; m0/m HH1 {row[2]:.2f}, LH1 {row[3]:.2f}")
print(f"4 g2 E0 / split-off: main set {4*g2*E0/SPLIT_OFF:.3f}, wide-gap set {4*WIDE_GAMMAS[1]*E0/WIDE_SPLIT_OFF:.3f}")
print("success")
```

It prints:

```
Inputs: gammas (7.0, 2.0, 3.0), width 10.0 nm, split-off 340 meV
hbar^2/2m0 = 38.100 meV nm^2; E0 = 3.760 meV
Z-orbital content: heavy 0.000, light 0.667
Diagonal m0/m along z: heavy 3.00, light 11.00
Diagonal m0/m in plane: heavy 9.00, light 5.00
Diagonal mass along z: heavy 0.3333, light 0.0909 m0
Diagonal mass in plane: heavy 0.1111, light 0.2000 m0
Levels: HH1 11.28, LH1 41.36, HH2 45.12 meV
Mixed m0/m, formula: HH1 7.009, LH1 -73.23
Mixed m0/m, diagonalization: HH1 7.009, LH1 -73.23
Mixed mass: HH1 0.1427, LH1 -0.0137 m0
HH2 term in LH1 m0/m: -77.81; LH1 m0/m without HH2: 4.58
LH1 minimum: k = 0.195 1/nm, 10.05 meV below k=0
Diagonal HH1-LH1 crossing at k = 0.444 1/nm
Pair-only separation: k=0 30.08 meV, minimum 26.05 meV at k = 0.222 1/nm
Large k = 4.71 1/nm: HH1 E/(hbar^2 k^2/2m0) = 2.375, bulk floor 2.359
HH1 mass hbar^2 k/(dE/dk) at k = 0.05 1/nm [100]: 0.145 m0
HH1 mass hbar^2 k/(dE/dk) at k = 0.10 1/nm [100]: 0.153 m0
HH1 mass hbar^2 k/(dE/dk) at k = 0.20 1/nm [100]: 0.240 m0
HH1 mass hbar^2 k/(dE/dk) at k = 0.30 1/nm [100]: 0.944 m0
Sheet density 5.0e+11 cm^-2: circular k_F = 0.177 1/nm
HH1 mass at k_F: [100] 0.199, [110] 0.292 m0
HH1 light-hole content at k_F [100]: 5.8 %
HH1 energy at k_F above k=0 [100]: 7.37 meV
kT at 300 K = 25.85 meV; exp(-(LH1-HH1)/kT) = 0.312
HH1 reaches kT at k = 0.556 1/nm [100], mass there 0.491 m0
Neglected effects: HH1 meV, LH1 meV, HH1 m0/m, LH1 m0/m
  four bands, hard walls: 11.28, 41.36, 7.01, -73.23
  with split-off band: 11.28, 39.98, 6.99, -47.85
  barrier 150 meV: 8.16, 22.92, 6.04, -8.43
  symmetric doping: 10.97, 41.09, 7.12, -185.24
  one-sided doping: 10.14, 41.05, 6.86, -61.10
  light band raised 50 meV: 11.28, 91.36, 7.48, 10.71
Relative permittivity 13; full sheet field 0.0696 MV/cm
Symmetric bending height 12.23 meV; one-sided mean tilt 34.80 meV
Wide-gap set: gammas (2.7, 0.8, 1.1), split-off 20 meV, width 10.0 nm
  four bands: HH1 4.14, LH1 16.17 meV; m0/m HH1 2.82, LH1 -102.76
  six bands: HH1 4.14, LH1 12.15 meV; m0/m HH1 2.79, LH1 -1.53
4 g2 E0 / split-off: main set 0.088, wide-gap set 0.602
success
```
